# Random facet phases in DFB lasers: certified modes and threshold-margin yield

Take 3000 distributed-feedback (DFB) lasers with the same grating, length and facet coatings, differing only in where the crystal happened to break. In the model below, 74.6 % of them have a second mode whose threshold lies more than 2 cm⁻¹ above the first, and the others do not. A further device, worked through below, has a separation of only 0.49 cm⁻¹. The cause is the phase of the grating at each facet.

A laser-mode solver can treat this phase in two ways: as a fixed input, which gives one device, or as a random variable, which gives a yield. This guide derives what the random setting computes. It also shows how to choose the settings that go with it: search window, starting points, number of samples and margin.

## What the solver assumes

The field obeys $E''+k^2(z)E=0$ with time factor $e^{-i\omega t}$. The local wavenumber is

$$k(z)=\beta_0+q+2\kappa\cos(2\beta_0z+\varphi),\qquad q=\delta-ig .$$

Here $\beta_0=\pi/\Lambda$ is the Bragg wavenumber for grating period $\Lambda$, $\delta$ the detuning, $g$ the net field gain and $\kappa$ the real coupling. A forward wave contains $e^{iqz}=e^{i\delta z}e^{gz}$, so positive $g$ means growth. Power grows at the rate $2g$, which is modal gain minus internal loss.

For $|q|,\kappa\ll\beta_0$, terms of second order in $q$ and $\kappa$ are dropped:

$$k^2\simeq\beta_0^2+2\beta_0q+4\beta_0\kappa\cos(2\beta_0z+\varphi).$$

Write $E=Ae^{i\beta_0z}+Be^{-i\beta_0z}$ with slowly varying $A,B$. Without $A''$ and $B''$,

$$E''\simeq(2i\beta_0A'-\beta_0^2A)e^{i\beta_0z}+(-2i\beta_0B'-\beta_0^2B)e^{-i\beta_0z}.$$

The cosine is half the sum of two exponentials. One of them turns $Be^{-i\beta_0z}$ into $2\beta_0\kappa e^{i\varphi}Be^{i\beta_0z}$, and the other turns $Ae^{i\beta_0z}$ into $2\beta_0\kappa e^{-i\varphi}Ae^{-i\beta_0z}$. The remaining products vary as $e^{\pm3i\beta_0z}$ and average out. Collecting equal exponentials gives

$$2i\beta_0A'+2\beta_0(qA+\kappa e^{i\varphi}B)=0,$$
$$-2i\beta_0B'+2\beta_0(qB+\kappa e^{-i\varphi}A)=0.$$

Now replace $A$ by $e^{i\varphi/2}A$ and $B$ by $e^{-i\varphi/2}B$. The phase cancels from both equations:

$$A'=i(qA+\kappa B),\qquad B'=-i(qB+\kappa A).$$

It reappears at the facets. Let $r_l,r_r$ be the field reflectances. In the original amplitudes, $A(0)=r_lB(0)$ and $B(L)e^{-i\beta_0L}=r_rA(L)e^{i\beta_0L}$. In the new ones,

$$A(0)=\rho_lB(0),\quad B(L)=\rho_rA(L),$$
$$\rho_l=r_le^{-i\varphi},\quad \rho_r=r_re^{i(2\beta_0L+\varphi)} .$$

## Why the two phases may be drawn uniformly

Let the grating be fixed on the wafer as $\cos2\beta_0Z$, with cleaves at $Z_l$ and $Z_r$. Since $Z=Z_l+z$, the grating phase is $\varphi=2\beta_0Z_l$. With $L=Z_r-Z_l$, the facet phases are $-2\beta_0Z_l$ and $2\beta_0Z_r$. Independent cleaves therefore give independent phases.

For a Gaussian position error $u$ of standard deviation $s$, completing the square in the average gives

$$\langle e^{2i\beta_0u}\rangle=e^{-(2\beta_0s)^2/2}.$$

This mean phasor measures the departure from uniformity; the $m$th harmonic has $m^2$ times the exponent and is smaller still. For the example, $\Lambda=6000/(2\times5.8)=517$ nm. A mean phasor of 1 % needs $2\beta_0s=\sqrt{2\ln100}=3.03$, hence $s=0.25$ µm. The samples used $s=3.0$ µm, for which the phases are uniform for every practical purpose. The accompanying length variation, about 1 % of 500 µm, is neglected.

If cleaves can be placed to much better than 0.25 µm, the random setting is the wrong one. If neighbouring devices share a cleave parallel to the grating lines, their phases are correlated. The mean yield then still applies, but the devices do not count as independent samples.

## The mode determinant

In matrix form the coupled equations are

$$\frac{d}{dz}\binom AB=M\binom AB,\qquad M=\begin{pmatrix}iq&i\kappa\\-i\kappa&-iq\end{pmatrix}.$$

In $M^2$ the off-diagonal terms cancel and both diagonal terms are $\gamma^2=\kappa^2-q^2$. The exponential series then separates into even and odd powers:

$$T=e^{ML}=C\,I+S\,M,\qquad C=\cosh\gamma L,\quad S=\frac{\sinh\gamma L}{\gamma}.$$

The boundary conditions are two linear equations for $A(0),B(0)$. A nonzero solution requires

$$D=\det\begin{pmatrix}1&-\rho_l\\T_{21}-\rho_rT_{11}&T_{22}-\rho_rT_{12}\end{pmatrix}=0.$$

Expanding the determinant gives $D=T_{22}-\rho_rT_{12}+\rho_lT_{21}-\rho_l\rho_rT_{11}$. With $T_{11}=C+iqS$, $T_{22}=C-iqS$ and $T_{12}=-T_{21}=i\kappa S$,

$$D=(1-\rho_l\rho_r)C-iS\,[q(1+\rho_l\rho_r)+\kappa(\rho_l+\rho_r)].$$

Both $C$ and $S$ are power series in $\gamma^2$. The sign of the square root is thus irrelevant, and $D$ has neither branch cuts nor poles in the complex $q$ plane. The search below relies on this.

**No grating.** For $\kappa=0$, $C=\cos qL$ and $S=\sin(qL)/q$, so

$$D=e^{-iqL}-\rho_l\rho_re^{iqL}.$$

The modulus of the root condition $\rho_l\rho_re^{2iqL}=1$ gives $gL=-\tfrac12\ln(r_lr_r)$ for every mode. All thresholds coincide and the margin is zero. The detunings $\delta L$ are spaced by $\pi$.

**No facet reflection.** For $\rho_l=\rho_r=0$, $D=C-iqS$, and $D(-q^*)=D(q)^*$. A root at $\delta-ig$ therefore implies one at $-\delta-ig$. A single mode at $\delta=0$ would need $C=gS$ with $\gamma=\sqrt{\kappa^2+g^2}$, or $\tanh\gamma L=\gamma/g>1$, which is impossible. The lowest threshold is thus shared by two modes, and the margin is again zero. At $\kappa L=1.5$ they lie at $\delta L=\pm3.02$ with $gL=1.29$.

In this uniform grating, a useful margin needs both the grating and reflection from at least one facet. The facet phases decide which side of the Bragg line is favoured.

## Finding the modes and proving the list complete

Use $x=qL=d-ia$, so that $d=\delta L$ and $a=gL$, and put $K=\kappa L$. Power balance closes the search region from below. Because $\mathrm{Re}(iq)=g$,

$$(|A|^2)'=2g|A|^2-2\kappa\,\mathrm{Im}(A^*B),$$
$$(|B|^2)'=-2g|B|^2-2\kappa\,\mathrm{Im}(A^*B).$$

Subtracting removes the coupling term. Integrating and inserting the facet conditions, with $R=r^2$, gives

$$2g\int_0^L(|A|^2+|B|^2)dz=(1-R_r)|A(L)|^2+(1-R_l)|B(0)|^2 .$$

For $R_l,R_r<1$ the right side is positive, so every mode has $a>0$.

Newton's method needs $dD/dx$. Let $\Gamma^2=K^2-x^2$, $C=\cosh\Gamma$ and, from here on, $S=\sinh\Gamma/\Gamma$. From $d\Gamma/dx=-x/\Gamma$ and $dS/d\Gamma=(C-S)/\Gamma$,

$$C'=-xS,\qquad S'=-x(C-S)/\Gamma^2 .$$

With $P=\rho_l\rho_r$ and $b=x(1+P)+K(\rho_l+\rho_r)$, the product rule applied to $D=(1-P)C-iSb$ gives

$$D'=-(1-P)xS-i(1+P)S+ibx\frac{C-S}{\Gamma^2}.$$

Each step is $x\to x-D/D'$. Far from the Bragg line the roots are about $\pi$ apart in $d$, so starts should be much closer than that. A spacing of 0.8 at two values of $a$ was used here. Different starts often reach the same root, and duplicates are removed.

Newton's method alone cannot reveal a missed root. Since $D$ has no poles, the number of zeros $N$ inside a closed contour is

$$N=\frac1{2\pi i}\oint\frac{D'}{D}dx=\frac{\text{total change of }\arg D}{2\pi}.$$

The contour is the box $|d|<W$, $0<a<a_{\rm top}$. Its edge $a_{\rm top}$ is placed midway in a gap between two found thresholds, above at least the two lowest. If the count equals the number of roots found below the edge, the two lowest modes in the window are known, provided the contour points resolve the phase. If it does not, the device is searched again from denser starts. In the example no device needed a second search.

**Choosing the window.** At large $|x|$ the determinant approaches its no-grating form, plus a correction of size about $Kr_r|\sin x|/|x|$ when $r_r\gg r_l$. (Replacing $\Gamma$ by $ix$ also neglects a shift of about $K^2/(2x)$ in $x$, which changes mainly the detuning.) Near a root, $|\sin x|\simeq e^a/2$, while the main terms are of size $e^{-a}$ with $e^{-2a}\simeq r_lr_r$. The correction is small if

$$|x|\gg\frac{K}{2r_l}.$$

For $K=1.5$ and $r_l=0.1$ the right side is 7.5. A window $W=12$ is not far beyond it, so the asymptotic argument does not settle the matter. Doubling the window on a grid of $24\times24$ phase pairs left the yield unchanged; a single phase pair would count for 0.17 percentage points. A weakly reflecting front facet calls for this test, because it delays the approach to the common threshold.

## One device, worked through

The parameters are rough values for a PbTe-type laser near 80 K: wavelength 6.0 µm, index 5.8, group index 7.0, $L=500$ µm, $\kappa=30$ cm⁻¹ and internal loss 10 cm⁻¹. Thus $K=30\times0.05=1.5$. The bare back facet has $r_r=(5.8-1)/(5.8+1)=0.706$ and reflects 49.8 % of the power. The front facet is coated to 1 %, so $r_l=0.1$. Without the grating all modes would need $a=-\tfrac12\ln(0.0706)=1.33$.

Take facet phases of 60° at the front and 52.5° at the back. Starting from $d=3$, $a=0.5$, successive Newton steps reduce $|D|$ from $9.8\times10^{-2}$ to $1.9\times10^{-3}$, $7.7\times10^{-7}$ and $1.3\times10^{-13}$. The exponent roughly doubles each time, as expected near a simple root. The two lowest modes are

- $d=3.027$, $a=0.5590$;
- $d=-2.514$, $a=0.5712$.

One unit of $a$ corresponds to a net power gain of $2/L=40$ cm⁻¹. The computed thresholds are 22.36 and 22.85 cm⁻¹, and the margin is $0.0122\times40=0.49$ cm⁻¹. To convert detuning to wavelength, use $d\beta/d\lambda=-2\pi n_g/\lambda^2$, which gives

$$\Delta\lambda=-\frac{\lambda^2\delta}{2\pi n_g}.$$

The modes lie 5.0 nm below and 4.1 nm above the Bragg wavelength. These phases nearly restore the degeneracy of the laser without facets, although both thresholds have fallen to less than half of 1.29.

Two tests support these roots. Solving the coupled differential equations as a matrix eigenvalue problem for six sampled devices reproduced their three lowest roots to $4\times10^{-12}$. That tests the determinant but not the coupled equations. For the latter, the Helmholtz equation was solved through every grating period of the device above, with its length adjusted by less than one period and an index step at each facet that gives the required reflectance. At the front, a step to a fictitious medium stands in for the coating. With the cosine replaced by 64 constant slices per period, which adds a small error of its own (the smooth profile gives 0.0013), its two lowest roots moved by at most 0.0016. A margin is the difference of two roots, so it could change by up to twice this. That is 6 % of a margin of 0.05, but 26 % of this device's own margin, so its 0.49 cm⁻¹ should be read as about half an inverse centimetre.

## From modes to yield

The margin is $m=a_2-a_1$, and the yield $Y$ is the fraction of devices with $m>m_0$. Each sample is a pass or a fail, so for $N_s$ independent devices the standard error is

$$\sigma_Y=\sqrt{Y(1-Y)/N_s}.$$

For $Y=0.746$ and $N_s=3000$ this is 0.8 percentage points. Halving it would take 12 000 devices. With only two random phases, a regular grid is a good alternative: $40\times40$ phase pairs gave 74.4 %, in agreement with the random sample.

The margins are widely spread. Their median is 0.119, and the 10th and 90th percentiles are 0.017 and 0.309. The result therefore depends strongly on the criterion:

- $m_0=0.05$ (2 cm⁻¹): 74.6 %;
- $m_0=0.10$ (4 cm⁻¹): 55.8 %;
- $m_0=0.20$ (8 cm⁻¹): 29.2 %.

A yield quoted without its margin has little meaning.

Coupling can be varied with length, facets and $m_0=0.05$ held fixed. On the $24\times24$ grid, $K=0.75$, 1.5 and 3.0 give yields of 88.9, 74.7 and 75.0 %, with median lowest thresholds of 33, 25 and 14 cm⁻¹. The last two yields are too close to rank on this grid. The doubled window was tested only at $K=1.5$, so the value at $K=3.0$, where $K/(2r_l)=15$ exceeds the window, lacks that check. At $K=0$ all thresholds coincide and the yield is zero, so the yield has a maximum somewhere below $K=1.5$; three points do not locate it. For this length and these facets, the weaker grating gives the better yield at $K=0.75$ than at 1.5, at the price of about 9 cm⁻¹ more gain.

## Choosing the margin: what the linear model leaves out

The criterion should exceed the shifts that the threshold calculation ignores. Two of them can be sized.

**Hole burning.** Above threshold, the stretches of the laser with higher power deplete the gain. Only the slowly varying power $|A|^2+|B|^2$ is considered here, not the interference pattern within each half wavelength. Suppose $q$ changes locally by $\eta(z)$, and the eigenvalue moves from $q$ to $\tilde q$ with fields $\tilde A,\tilde B$. Differentiating $\tilde AB-A\tilde B$ with the coupled equations, the $\kappa$ terms cancel, leaving

$$(\tilde AB-A\tilde B)'=i(\tilde q-q+\eta)(\tilde AB+A\tilde B).$$

The bracket on the left vanishes at both facets, because both solutions obey the same reflection conditions. Integrating, and replacing $\tilde A,\tilde B$ by $A,B$ on the right to first order,

$$\Delta q=-\frac{\int_0^L\eta AB\,dz}{\int_0^LAB\,dz}.$$

The weight is $AB$, not the power, because the system is open. The estimate fails when the denominator is nearly zero.

Let the total gain of the lasing mode vary along the laser by $-10\,\%$ times the relative excess of local power over its mean. The field-gain change $\delta g$ brings an index change, described by a linewidth factor $\alpha_H=2$:

$$\eta=-i\,\delta g\,(1-i\alpha_H)=-i\,\delta g-\alpha_H\delta g .$$

Lower gain thus raises the index. In the median device the largest power along the laser is 2.6 times the smallest. The median margin change is $-0.013$, or $-0.5$ cm⁻¹, and the yield falls from 74.6 to 63.2 %. This follows only the two modes that were lowest before the change, so it is an estimate of size. In this estimate the loss of yield comes from the gain part of $\eta$: with $\alpha_H=0$ the yield is also 63.2 %.

**Gain spectrum and temperature.** Let the gain fall from its peak energy $E_p$ as $f(E)=1-(E-E_p)^2/w^2$, with $w=10$ meV. Mode $k$ then needs the peak gain

$$G_k=\frac{2g_k+\alpha_i}{f(E_k)},$$

where $\alpha_i$ is the internal power loss. One unit of $d$ is $\hbar c/(n_gL)=0.056$ meV, so modes near the Bragg line differ by a few tenths of a meV. With the peak on the Bragg line the yield is 74.7 %. A 5 K change, at a rough 0.45 meV/K, displaces the peak by 2.25 meV and gives 75.8 %.

The small response has a reason. The determinant obeys $D(-q^*;\rho_l,\rho_r)=D(q;-\rho_l^*,-\rho_r^*)^*$. Every device thus has an equally probable partner, with each facet phase $\psi$ replaced by $\pi-\psi$, whose spectrum is mirrored about the Bragg line. Opposite drifts give equal ensemble yields, and a smooth yield has no first-order change. What remains is mostly a change of scale: $f$ drops to $1-2.25^2/10^2=0.95$, which enlarges all margins by about 5 %. This is equivalent to lowering $m_0$ by 0.0025. Between $m_0=0.05$ and 0.10 the yield falls by 18.8 points, so the expected rise is about $18.8\times0.0025/0.05=0.9$ points, against the computed 1.1. In a finite sample the first-order terms cancel only on average: the opposite drift gives 76.4 % for the same 3000 devices, so the computed rise is uncertain by about half a point. It is paid for with more pumping.

A single device has no such protection. For the pair found above, 5.54 units of $d$ apart, the gain differs by a fraction $2\times2.25\times0.31/10^2=0.014$. The required peak gains go as $1/f$, so on a total modal gain of about 32 cm⁻¹ they shift apart by $32\times0.014/0.95^2\approx0.5$ cm⁻¹, as much as that device's whole margin: the margin becomes 1.0 cm⁻¹ for one direction of drift and vanishes for the other.

Both estimates are near 0.5 cm⁻¹, but neither is a bound. With the compression assumed here, hole burning takes more than 2 cm⁻¹ from the margin in about one device in six. A criterion of 2 cm⁻¹ therefore covers the typical shift, not the large ones. Where those matter, or for stronger compression or larger drift, the margin should be raised or the effect included in each sampled device.

## The real material

PbTe has a narrow gap suited to cooled mid-infrared lasers, and a refractive index so high that a bare facet reflects about half the power. The uncoated back facet therefore returns far more light than the coated front facet. The wavelength, indices, loss and coupling are rough values for this class of device. The gap of pure PbTe at 80 K lies nearer 5.7 µm, so 6.0 µm stands for PbTe alloyed with a little tin, or for a colder device. The 1 % coating, the gain width, the compression and the linewidth factor are assumed round values, and the last two would have to be measured before the yield could be used for a product. Real devices break the assumption of uniform gain, which lowers the yield by about 11 points for the compression chosen. The temperature estimate also ignores the drift of the Bragg line itself. Competing transverse modes and grating defects are outside the model, so 74.6 % is the yield against one cause of failure. The numerical output below lists two further modes of the worked device and the settings.

## Values computed for the example and the checks

```
wavelength 6.0 um, index 5.8, group index 7.0
length 500 um, coupling 30 /cm, K = 1.50
internal power loss 10 /cm
grating period 517.2 nm
power reflectance front 0.010, back 0.498
Fabry-Perot threshold a (K=0) 1.3254
no-facet pair: d = +-3.0170, a = 1.2869
reference phases front 60.0 deg, back 52.5 deg
mode 1: d 3.0268, a 0.5590, net power gain 22.36 /cm, offset -4.95 nm
mode 2: d -2.5138, a 0.5712, net power gain 22.85 /cm, offset 4.12 nm
mode 3: d 5.8446, a 0.8916, net power gain 35.67 /cm, offset -9.57 nm
mode 4: d 8.8493, a 1.0347, net power gain 41.39 /cm, offset -14.49 nm
reference margin 0.0122 = 0.49 /cm
Newton 0: d 3.000000, a 0.500000, |D| 9.8e-02
Newton 1: d 3.027094, a 0.557762, |D| 1.9e-03
Newton 2: d 3.026756, a 0.559002, |D| 7.7e-07
Newton 3: d 3.026755, a 0.559002, |D| 1.3e-13
Newton 4: d 3.026755, a 0.559002, |D| 7.2e-16
Newton 5: d 3.026755, a 0.559002, |D| 5.6e-17
full Helmholtz minus coupled-mode root, largest |dx| 1.6e-03
collocation minus determinant root, largest |dx| 3.6e-12
cleave spread used 3.0 um; spread for 1% phasor 0.250 um
sampled devices 3000; half-width of search window in d 12
device searches repeated with denser starts (all runs) 0
median lowest a 0.6117, median margin 0.1192
margin percentiles 10, 90: 0.0169, 0.3094
yield for margin > 0.05 (2.0 /cm): 74.6 %
yield for margin > 0.10 (4.0 /cm): 55.8 %
yield for margin > 0.20 (8.0 /cm): 29.2 %
standard error at margin 0.05: 0.8 % points
phase-grid yield at margin 0.05: 74.4 %
yield change on doubling window 0.00 % points
K 0.75: grid yield 88.9 %, median lowest a 0.8294
K 1.50: grid yield 74.7 %, median lowest a 0.6138
K 3.00: grid yield 75.0 %, median lowest a 0.3464
median max/min of power along laser 2.57
hole burning: compression 0.10, linewidth factor 2.0
median margin change by hole burning -0.0132
yield with hole burning 63.2 %
photon energy per unit d 0.0564 meV
gain half-width to zero 10 meV, gap slope 0.45 meV/K
yield with centred gain spectrum 74.7 %
yield after 5 K drift (2.25 meV) 75.8 %
```
